# Error of Special-Point Sums from Surviving Stars of Lattice Vectors

## What the number of points does not tell

A band energy per cell is an average over the Brillouin zone, and a program replaces it by a weighted sum over a few wave vectors. The number of points alone is a poor guide to the error. For the model insulator treated below, two uniform grids of eight points each, differing only by a rigid shift, miss the exact average by $+0.046$ eV and by $-0.0032$ eV. The worse grid also needs more diagonalizations after symmetry reduction, three against two.

The difference can be calculated. The error is a sum of products: one factor belongs to the function, the other to the point set. The second factor can be tabulated before any electronic structure is computed.

## Conventions

Let $L$ be a Bravais lattice with primitive vectors $\mathbf a_j$ and cell volume $\Omega$, and let $\mathbf b_j$ be the reciprocal vectors, $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Write

$$\mathbf R=\sum_j n_j\mathbf a_j,\qquad \mathbf k=\sum_j x_j\mathbf b_j,\qquad \mathbf k\cdot\mathbf R=2\pi\sum_j x_jn_j ,$$

with integers $n_j$. The average over one reciprocal cell, whose volume is $(2\pi)^3/\Omega$, is

$$\langle f\rangle=\frac{\Omega}{(2\pi)^3}\int_{\rm cell}f(\mathbf k)\,d^3k=\int_0^1\!\!\int_0^1\!\!\int_0^1 f\,dx_1dx_2dx_3 .$$

Let $G$ be a finite group of rotations and reflections that map $L$ onto itself, and let it contain the inversion. The function $f$ is periodic in the reciprocal lattice and invariant, $f(g\mathbf k)=f(\mathbf k)$ for every $g$ in $G$. For band energies, $G$ contains the point operations of the crystal. If the crystal has no inversion centre but is invariant under time reversal (no magnetic order, no magnetic field), the band energies ordered by size still obey $E_n(-\mathbf k)=E_n(\mathbf k)$, with or without spin-orbit splitting, and the inversion may be added to $G$.

A star $S_m$ is the set of all vectors $g\mathbf R$ obtained from one $\mathbf R$. It has $N_m$ distinct members, and $S_0=\{0\}$. Two stars are either identical or disjoint, because a common member generates both. The symmetrized plane wave is

$$A_m(\mathbf k)=\sum_{\mathbf R\in S_m}e^{i\mathbf k\cdot\mathbf R},\qquad A_0=1 .$$

There is no factor $1/\sqrt{N_m}$ or $1/N_m$ here; with another normalization the coefficients $f_m$ below change accordingly. Since $\mathbf R$ and $-\mathbf R$ lie in the same star, $A_m$ is real.

## Orthogonality and zero integrals

The average of a single plane wave factorizes:

$$\langle e^{i\mathbf k\cdot\mathbf R}\rangle=\prod_{j=1}^3\int_0^1e^{2\pi i n_jx_j}dx_j .$$

A factor with $n_j=0$ is 1. A factor with $n_j\neq0$ is $(e^{2\pi i n_j}-1)/(2\pi i n_j)=0$. Hence the average is 1 for $\mathbf R=0$ and 0 for every other lattice vector. It follows that

$$\langle A_m^*A_n\rangle=\sum_{\mathbf R\in S_m}\sum_{\mathbf R'\in S_n}\langle e^{i\mathbf k\cdot(\mathbf R'-\mathbf R)}\rangle=\sum_{\mathbf R\in S_m}\sum_{\mathbf R'\in S_n}\delta_{\mathbf R\mathbf R'} .$$

The last double sum counts the vectors common to both stars. There are none if $m\ne n$ and $N_m$ if $m=n$, so

$$\langle A_m^*A_n\rangle=N_m\delta_{mn}.$$

Setting one index to zero gives $\langle A_m\rangle=0$ for $m>0$.

## Expansion of an invariant function

The Fourier coefficients are $F_{\mathbf R}=\langle f\,e^{-i\mathbf k\cdot\mathbf R}\rangle$. They are equal within a star. To see this, put $\mathbf k=g\mathbf k'$ in the coefficient for $g\mathbf R$. An orthogonal operation preserves volume and scalar products, and it maps the reciprocal lattice onto itself, so the image of one cell is again a cell. Therefore

$$F_{g\mathbf R}=\langle f(g\mathbf k')\,e^{-i(g\mathbf k')\cdot(g\mathbf R)}\rangle=\langle f(\mathbf k')\,e^{-i\mathbf k'\cdot\mathbf R}\rangle=F_{\mathbf R}.$$

Now assume that $f$ is continuous and that $\sum_{\mathbf R}|F_{\mathbf R}|$ is finite. The Fourier series then converges to $f$ at every $\mathbf k$, and its terms may be grouped in any order. Grouping by stars, with $f_m$ the common value of $F_{\mathbf R}$ on $S_m$, gives

$$f(\mathbf k)=\sum_{m\ge0}f_mA_m(\mathbf k),\qquad f_m=\frac{\langle A_m^*f\rangle}{N_m},\qquad f_0=\langle f\rangle .$$

The grouping must be by symmetry orbits, not by length. On the fcc lattice, in units of half the cubic constant, $(3,3,0)$ and $(4,1,1)$ have the same squared length 18, but no signed permutation of components connects them. Their coefficients in the example below are $-1.23\times10^{-4}$ eV and $+3.07\times10^{-4}$ eV. Suppose a point set makes only the sum of the two star averages vanish, $\bar A_{(330)}+\bar A_{(411)}=0$. It still leaves the error $\bar A_{(330)}\,(f_{(330)}-f_{(411)})$, so each star must be checked separately.

## The error formula

Take points $\mathbf k_i$ with weights $w_i$ and total weight $W=\sum_iw_i$, and define the star averages

$$\bar A_m=\sum_iw_iA_m(\mathbf k_i),\qquad \bar A_0=W .$$

Inserting the expansion into the finite sum over points gives

$$\sum_iw_if(\mathbf k_i)=\sum_{m\ge0}f_m\sum_iw_iA_m(\mathbf k_i)=Wf_0+\sum_{m>0}f_m\bar A_m .$$

Subtracting $\langle f\rangle=f_0$ yields

$$\sum_iw_if(\mathbf k_i)-\langle f\rangle=(W-1)f_0+\sum_{m>0}f_m\bar A_m .$$

With $W=1$ the first term drops out:

$$\boxed{\;\sum_iw_if(\mathbf k_i)-\langle f\rangle=\sum_{m>0}f_m\bar A_m\;}$$

The sign convention is estimate minus exact value. A star survives if $\bar A_m\neq0$. Its functions integrate to zero, but the point set assigns them the value $\bar A_m$, and this false value enters with weight $f_m$. A good set removes the stars with large $f_m$. For smooth functions these are usually the short ones, but the formula itself does not assume any ordering. The triangle inequality gives the bound $\sum_{m>0}|f_m||\bar A_m|$, which can exceed the actual error because terms of opposite sign cancel.

A Fermi step is outside these assumptions. An absolutely convergent Fourier series is a uniformly convergent sum of continuous functions and hence continuous, while the occupation of a partly filled band at zero temperature jumps at the Fermi surface. If the step is replaced by a smooth occupation function at a fixed chemical potential, the formula can apply again, but it then measures the distance to the smeared average and not to the zero-temperature one.

## Uniform grids

Consider $q^3$ points of equal weight,

$$\mathbf k=\mathbf k_0+\sum_j\frac{u_j}{q}\mathbf b_j,\qquad u_j=0,\dots,q-1 .$$

The average of one plane wave over this grid is

$$e^{i\mathbf k_0\cdot\mathbf R}\prod_{j=1}^3\left[\frac1q\sum_{u=0}^{q-1}e^{2\pi iun_j/q}\right].$$

If $q$ divides $n_j$, every term in the bracket is 1 and so is the bracket. Otherwise the geometric sum is $(e^{2\pi in_j}-1)/(e^{2\pi in_j/q}-1)=0$. Plane waves therefore survive if and only if all $n_j$ are multiples of $q$, that is, for $\mathbf R=q\mathbf T$ with $\mathbf T$ in $L$.

Because $g(q\mathbf T)=q(g\mathbf T)$ and $g\mathbf T$ is a lattice vector, a star lies either wholly inside $qL$ or wholly outside it. Summing over its members gives

$$\bar A_m=\begin{cases}A_m(\mathbf k_0), & S_m\subset qL,\\ 0,&\text{otherwise.}\end{cases}$$

There are thus two ways to remove a star. The spacing of the grid removes those outside $qL$. The shift $\mathbf k_0$ can remove others inside $qL$, by making their members cancel.

### Folding the points

Symmetry reduces the number of diagonalizations. Since $g^{-1}$ only permutes a star,

$$A_m(g\mathbf k)=\sum_{\mathbf R\in S_m}e^{i\mathbf k\cdot g^{-1}\mathbf R}=A_m(\mathbf k),$$

and $A_m$ is also unchanged when a reciprocal lattice vector is added to $\mathbf k$. Each grid point may therefore be replaced by any equivalent point without altering any $\bar A_m$. The weight of a representative is the number of grid points that fold onto it, divided by $q^3$. The grid itself need not be invariant under $G$, but $f$ must be.

## The fcc lattice: centred and shifted grids

Let $a$ be the cubic constant, with

$$\mathbf a_1=\tfrac a2(0,1,1),\quad \mathbf a_2=\tfrac a2(1,0,1),\quad \mathbf a_3=\tfrac a2(1,1,0),$$

$$\mathbf b_1=\tfrac{2\pi}a(-1,1,1),\quad \mathbf b_2=\tfrac{2\pi}a(1,-1,1),\quad \mathbf b_3=\tfrac{2\pi}a(1,1,-1).$$

Lattice vectors are $\mathbf R=\frac a2(x,y,z)$ with integer components and even $x+y+z$. Let $G$ be the full cubic group of 48 signed permutations.

**Centred grid, $\mathbf k_0=0$.** Every star in $qL$ survives with $\bar A_m=A_m(0)=N_m$. The shortest nonzero $\mathbf T$ is of type $(1,1,0)$, so the first survivor is $(q,q,0)$, at length $\frac a2q\sqrt2=qa/\sqrt2$.

**Shifted grid.** Choose $\mathbf k_0=(\mathbf b_1+\mathbf b_2+\mathbf b_3)/(2q)=\frac{2\pi}{a}\frac{1}{2q}(1,1,1)$. For $\mathbf R=q\mathbf T$ with $\mathbf T=\frac a2(T_x,T_y,T_z)$,

$$\mathbf k_0\cdot\mathbf R=\frac{2\pi}a\,\frac1{2q}\,\frac a2\,q\,(T_x+T_y+T_z)=\frac\pi2(T_x+T_y+T_z).$$

Suppose $\mathbf T$ has an odd component, and reverse the sign of the first odd one, $T_c$. The new vector belongs to the same star, and its phase factor is that of $\mathbf T$ multiplied by $e^{-i\pi T_c}=-1$. Sign reversal does not change which components are odd, and an odd number is not zero, so this rule divides the star into pairs. Each pair sums to zero, and the whole star is removed.

What remains has $\mathbf T=\frac a2(2l_1,2l_2,2l_3)$ with arbitrary integers $l_j$. Then

$$\mathbf R=qa(l_1,l_2,l_3),\qquad \bar A_m=(-1)^{l_1+l_2+l_3}N_m ,$$

because the phase is $\pi(l_1+l_2+l_3)$ and its parity is common to the whole star. The first survivor is $(2q,0,0)$ in units of $a/2$, at length $qa$. With the same $q^3$ grid points, the shift extends the reach by a factor $\sqrt2$.

This gain depends on symmetry. For $q=2$ the star $(2,2,0)$ has twelve members; on the shifted grid six of the plane waves average to $+1$ and six to $-1$. They cancel because an invariant function gives them equal coefficients. If a distortion of the crystal removes every operation that connects the first six with the other six, the star splits, the coefficients of the two sets may differ, and the cancellation is then lost. Folding with the old cubic group is then no longer guaranteed to be valid. For a trigonal distortion along $[111]$ the eight grid points still fall into the same two classes, but $(\frac34,\frac14,\frac14)$, the representative used below, is no longer equivalent to the grid point $(\frac34,-\frac14,-\frac14)$ and cannot stand for its class. The group used in a program must be that of the actual function.

### The two-point set

For $q=2$ the shift is $\mathbf k_0=(\frac14,\frac14,\frac14)$ in units of $2\pi/a$. The eight grid points fold as follows:

- $u=(0,0,0)$ gives $\mathbf k_0$. $u=(1,1,1)$ gives $(\frac34,\frac34,\frac34)$, which becomes $-\mathbf k_0$ after subtraction of the reciprocal vector $(1,1,1)$. These two points form one class.
- $u=(1,0,0)$ gives $(-\frac14,\frac34,\frac34)$. Subtracting $\mathbf b_1$ leaves $(\frac34,-\frac14,-\frac14)$, equivalent to $(\frac34,\frac14,\frac14)$. Permutations supply two more such points.
- $u=(1,1,0)$ gives $(\frac14,\frac14,\frac54)$. Subtracting $(0,0,2)=\mathbf b_1+\mathbf b_2$ leaves $(\frac14,\frac14,-\frac34)$, in the same class as the previous three. Permutations again supply two more.

The weights are therefore $2/8=\frac14$ for $(\frac14,\frac14,\frac14)$ and $6/8=\frac34$ for $(\frac34,\frac14,\frac14)$.

## Worked example: a two-site insulator

Place one orbital on each of the two sites of the zincblende structure, with site energies $+D$ and $-D$ and nearest-neighbour hopping $t$. The four bonds are $\mathbf d_j=\frac a4(1,1,1)$, $\frac a4(1,-1,-1)$, $\frac a4(-1,1,-1)$ and $\frac a4(-1,-1,1)$. The Bloch Hamiltonian is

$$H(\mathbf k)=\begin{pmatrix}D&t\,g(\mathbf k)\\ t\,g^*(\mathbf k)&-D\end{pmatrix},\qquad g(\mathbf k)=\sum_{j=1}^4e^{i\mathbf k\cdot\mathbf d_j}.$$

Its trace is zero and its determinant is $-D^2-t^2|g|^2$, so the eigenvalues are $\pm\sqrt{D^2+t^2|g|^2}$. In $|g|^2=\sum_{ij}e^{i\mathbf k\cdot(\mathbf d_i-\mathbf d_j)}$ the four terms with $i=j$ give 4. The twelve other differences are the twelve vectors of the first star $(1,1,0)$. The lower band is thus

$$E(\mathbf k)=-\sqrt{D^2+t^2\,[4+A_1(\mathbf k)]} .$$

It depends on $\mathbf k$ through $A_1$ alone and so has the full cubic symmetry. For $D\ne0$ the radicand is at least $D^2>0$, so $E$ is smooth. The Fourier coefficients of a smooth periodic function fall faster than any power of $|\mathbf R|$, which secures absolute convergence. At $D=0$ this argument fails wherever $g=0$.

Take $D=2$ eV and $t=1$ eV. Grouping the four sign choices of each pair of components gives

$$A_1=4(c_xc_y+c_yc_z+c_zc_x),\qquad c_\alpha=\cos(k_\alpha a/2).$$

At $(\frac14,\frac14,\frac14)$ all three cosines are $1/\sqrt2$, so $A_1=4\cdot\frac32=6$ and

$$E=-\sqrt{4+10}\ \text{eV}=-3.741657\ \text{eV}.$$

At $(\frac34,\frac14,\frac14)$ one cosine is $-1/\sqrt2$, so $A_1=4(-\frac12-\frac12+\frac12)=-2$ and

$$E=-\sqrt{4+2}\ \text{eV}=-2.449490\ \text{eV}.$$

The first star is indeed removed: $\frac14\cdot6+\frac34\cdot(-2)=0$. The energy average is

$$\tfrac14(-3.741657)+\tfrac34(-2.449490)=-2.772532\ \text{eV}.$$

Gauss–Legendre integration, which does not use the uniform grids, gives $f_0=-2.769364$ eV. The error is $-3.168\times10^{-3}$ eV per electron, or $-3.2$ meV. This is about 0.1 % of $|f_0|$, a ratio that depends on the zero of energy, here the mean site energy.

The star formula accounts for this number. The first four survivors by length are:

| Star | $\bar A_m$ | $f_m\bar A_m$ (eV) |
|---|---:|---:|
| (4,0,0) | $-6$ | $-3.2356\times10^{-3}$ |
| (4,4,0) | $+12$ | $+9.140\times10^{-5}$ |
| (4,4,4) | $-8$ | $-3.346\times10^{-5}$ |
| (8,0,0) | $+6$ | $+1.380\times10^{-5}$ |

The first line is $-6\times5.3926\times10^{-4}$ eV. The four terms add to $-3.164\times10^{-3}$ eV, and the longer stars supply the remaining $-4\times10^{-6}$ eV.

The centred grid with $q=2$ retains $(2,2,0)$. This star alone contributes $12\times3.5099\times10^{-3}=4.212\times10^{-2}$ eV, most of that grid's error of $4.613\times10^{-2}$ eV. The shift removes this term.

### Comparison of grids

The table lists the number of inequivalent points and the error in eV.

| $q$ | Centred: points, error | Shifted: points, error |
|---:|---:|---:|
| 1 | 1, $-1.703$ | 1, $-5.906\times10^{-2}$ |
| 2 | 3, $+4.613\times10^{-2}$ | 2, $-3.168\times10^{-3}$ |
| 3 | 4, $-1.322\times10^{-3}$ | 6, $-1.832\times10^{-4}$ |
| 4 | 8, $+1.044\times10^{-4}$ | 10, $-1.378\times10^{-5}$ |

At each $q$ shown, the shifted grid has the smaller error. This is not a comparison at equal cost, because folding is not equally effective for the two families: at $q=3$ and $q=4$ the shifted grid needs two more inequivalent points than the centred one.

The first survivor alone estimates the error of the shifted grids to about 2 % or better for $q=2,3,4$. At $q=1$ it fails: the term of $(2,0,0)$ is $-0.111$ eV, while the error is $-0.059$ eV, because longer stars cancel almost half of it. For the centred grids the first term differs from the error by roughly 9 to 16 %. Truncating the sum after one star is thus an approximation whose quality depends on both the function and the grid.

## Use in a program

1. Determine $G$ from the actual crystal, and add the inversion if time reversal permits it.
2. Generate lattice vectors up to a chosen length and group them into orbits of $G$.
3. Normalize the weights. An irregular three-point set with $W=0.9$ shows the effect of omitting this: the term $(W-1)f_0=+0.277$ eV joins a star sum of $-0.656$ eV, for a total error of $-0.379$ eV. The extra term depends on the zero of energy, and here it happens to offset part of the star sum: with normalized weights the same points give $-0.656/0.9=-0.729$ eV. The smaller unnormalized error is an accident, not a gain.
4. Evaluate $\bar A_m$ for the folded points. For a uniform grid, compare the result with $A_m(\mathbf k_0)$ inside $qL$ and zero outside. A discrepancy reveals a wrong weight or a folding that does not agree with $G$ before any band energy is computed. The test cannot show whether $G$ is the right group for $f$.
5. To estimate an error, obtain the $f_m$ of the surviving stars from a denser calculation. A coarse uniform grid cannot supply them: a plane wave with $\mathbf R$ in $qL$ has the same value at all grid points, so there a surviving star cannot be distinguished from a constant. The formula refers to a fixed function $f$; in a self-consistent calculation the potential, and with it $f$, also changes with the point set. For an insulator with several occupied bands, take $f$ as their sum, because single bands that touch one another are generally not smooth.

The numerical check confirms the error formula for the eight grids of the table and for the irregular set, with each error computed both directly and from the stars.

## Computed values

```
half site splitting D = 2.0 eV, hopping t = 1.0 eV
stars kept: 891, lattice vectors: 34461
largest orthogonality deviation: 1.1e-13
exact cell average f_0 = -2.76936368 eV
star m, R in a/2, members N_m, coefficient f_m:
  m=1 (1,1,0) N=12 f=-1.6503e-01 eV
  m=2 (2,0,0) N=6 f=1.8458e-02 eV
  m=3 (2,1,1) N=24 f=7.8472e-03 eV
  m=4 (2,2,0) N=12 f=3.5099e-03 eV
  m=5 (3,1,0) N=24 f=-2.0023e-03 eV
  m=6 (2,2,2) N=8 f=-1.2413e-03 eV
  m=7 (3,2,1) N=48 f=-4.0347e-04 eV
  m=8 (4,0,0) N=6 f=5.3926e-04 eV
  m=9 (3,3,0) N=12 f=-1.2300e-04 eV
  m=10 (4,1,1) N=24 f=3.0697e-04 eV
two-point set (shifted grid, q=2), k in 2 pi/a:
  k=(0.25,0.25,0.25) w=0.25 A_1=6.000 E=-3.741657 eV
  k=(0.75,0.25,0.25) w=0.75 A_1=-2.000 E=-2.449490 eV
two-point average = -2.77253165 eV
two-point error, direct = -3.167972e-03 eV
two-point error, star sum = -3.167972e-03 eV
first surviving stars of the two-point set:
  m=8 (4,0,0) Abar=-6.0 term=-3.2356e-03 eV
  m=17 (4,4,0) Abar=12.0 term=9.1400e-05 eV
  m=28 (4,4,4) Abar=-8.0 term=-3.3460e-05 eV
  m=40 (8,0,0) Abar=6.0 term=1.3798e-05 eV
sum of these four terms = -3.163837e-03 eV
star (2,2,0), q=2 shifted: 6 waves average +1, 6 average -1
grids: inequivalent points, error, first surviving star and its term:
  q=1 centred: 1 pts, error -1.703e+00 eV, (1,1,0) -1.980e+00 eV
  q=1 shifted: 1 pts, error -5.906e-02 eV, (2,0,0) -1.107e-01 eV
  q=2 centred: 3 pts, error 4.613e-02 eV, (2,2,0) 4.212e-02 eV
  q=2 shifted: 2 pts, error -3.168e-03 eV, (4,0,0) -3.236e-03 eV
  q=3 centred: 4 pts, error -1.322e-03 eV, (3,3,0) -1.476e-03 eV
  q=3 shifted: 6 pts, error -1.832e-04 eV, (6,0,0) -1.848e-04 eV
  q=4 centred: 8 pts, error 1.044e-04 eV, (4,4,0) 9.140e-05 eV
  q=4 shifted: 10 pts, error -1.378e-05 eV, (8,0,0) -1.380e-05 eV
irregular set, weight sum W = 0.9
  direct error = -0.37909778 eV
  (W-1) f_0 = 0.27693637 eV, star sum = -0.65603415 eV
```
